\section*{Why averaging energy and free energy removes the leading Fermi-Dirac smearing error}

\section{The error that smearing leaves behind}

Suppose the ground-state energy of a metal is wanted, but the sharp step in the occupations at the Fermi level has been replaced by a Fermi-Dirac function of width $\sigma$, so that sums over a finite set of wave vectors vary smoothly. The energy obtained is then that of a heated electron gas. For a free-electron metal with density parameter $r_s=3$ bohr and $\sigma=0.5$ eV, the energy $E$ lies 109 meV per electron above the ground-state value. Reporting the free energy $F$ instead does not help: it lies 110 meV per electron below. To bring either error down to 1 meV, $\sigma$ must be reduced to about 0.05 eV, and much of the smoothing is lost.

The two errors nearly cancel in the average $(E+F)/2$, which at $\sigma=0.5$ eV is wrong by 0.5 meV per electron. This cancellation follows from thermodynamics whenever the leading error is quadratic in $\sigma$. A smooth, nonzero density of states at the Fermi level guarantees such a law. Without it the cancellation can fail, as it does when the Fermi level lies in a gap that is not small compared with $\sigma$.

The conventions are these. The width is $\sigma=k_BT$, and the entropy $S$ is measured in units of $k_B$, so that $F=E-\sigma S$. The one-particle levels are fixed, with total density of states $g(\varepsilon)$ including both spins. The electron number $N$ is fixed as $\sigma$ changes. At $\sigma=0$ the energy is $E_0$ and the Fermi level is $\mu_0$.

\section{A back-of-envelope argument}

Smearing disturbs the electrons within about $\sigma$ of the Fermi level. Their number is of order $g\sigma$, and each is raised by an energy of order $\sigma$. Hence
\begin{equation}
E\approx E_0+c\,\sigma^2,\qquad c\sim g(\mu_0).
\end{equation}
The entropy follows from $dE=\sigma\,dS$, valid for reversible heating at fixed levels and fixed $N$. Since $dE=2c\sigma\,d\sigma$, we have $dS=2c\,d\sigma$. With $S=0$ at $\sigma=0$ this gives $S=2c\sigma$, and
\begin{equation}
F=E-\sigma S\approx E_0+c\sigma^2-2c\sigma^2=E_0-c\sigma^2 .
\end{equation}
The energy rises quadratically, the entropy term is twice as large, and the free energy falls by the same amount. The cancellation in the average does not depend on the value of $c$. What the estimate leaves open is that value, the size of the remaining error, and the conditions for a quadratic law.

\section{Sommerfeld expansion of the grand potential}

Let $x=(\varepsilon-\mu)/\sigma$ and $f=1/(e^x+1)$. One level contributes to $\Omega=E-\sigma S-\mu N$ the amount
\begin{equation}
\omega=(\varepsilon-\mu)f+\sigma\left[f\ln f+(1-f)\ln(1-f)\right].
\label{eq:level}
\end{equation}
Because $f/(1-f)=e^{-x}$, we can write $\ln f=\ln(1-f)-x$. The terms $\pm\sigma xf$ cancel, leaving $\omega=\sigma\ln(1-f)=-\sigma\ln(1+e^{-x})$. Therefore
\begin{equation}
\Omega(\mu,\sigma)=-\sigma\int g(\varepsilon)\ln\!\left(1+e^{(\mu-\varepsilon)/\sigma}\right)d\varepsilon .
\end{equation}

Define the integrated density of states $\mathcal N(\varepsilon)=\int_{-\infty}^{\varepsilon}g\,d\varepsilon'$ and its integral $K(\varepsilon)=\int_{-\infty}^{\varepsilon}\mathcal N\,d\varepsilon'$, so that $K'=\mathcal N$ and $K''=g$. The derivative of $-\sigma\ln(1+e^{(\mu-\varepsilon)/\sigma})$ with respect to $\varepsilon$ is $f$. Two integrations by parts give
\begin{equation}
\Omega=-\int\mathcal N f\,d\varepsilon
=-\int K(\varepsilon)\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .
\end{equation}
The boundary terms vanish because $\mathcal N$ and $K$ are zero below the lowest level, while the logarithm and $f$ decay exponentially at high energy.

The function $w(x)=-df/dx=1/[4\cosh^2(x/2)]$ is even, has unit area, and is concentrated within a few units of $x=0$. If $g$ is smooth over the corresponding energy range, $K(\mu+\sigma x)$ may be expanded in powers of $\sigma x$. Odd powers integrate to zero. For the even ones, integration by parts and $1/(e^x+1)=\sum_{m\ge1}(-1)^{m-1}e^{-mx}$ for $x>0$ give
\begin{align}
M_{2n}&=2\int_0^\infty x^{2n}w\,dx
=4n\int_0^\infty\frac{x^{2n-1}}{e^x+1}\,dx\nonumber\\
&=4n\,(2n-1)!\sum_{m\ge1}\frac{(-1)^{m-1}}{m^{2n}} .
\end{align}
The alternating sum is the ordinary sum $\zeta(2n)$ minus twice its even terms, that is $(1-2^{1-2n})\zeta(2n)$. With $\zeta(2)=\pi^2/6$ and $\zeta(4)=\pi^4/90$,
\begin{equation}
M_2=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3},\qquad
M_4=8\cdot 6\cdot\frac{7\pi^4}{720}=\frac{7\pi^4}{15}.
\end{equation}
The Taylor factors $1/2!$ and $1/4!$ then produce
\begin{equation}
\Omega=-K(\mu)-\frac{\pi^2}{6}g(\mu)\sigma^2-\frac{7\pi^4}{360}g''(\mu)\sigma^4+O(\sigma^6).
\label{eq:omega}
\end{equation}
The series is asymptotic. A band edge at distance $D$ from $\mu$ contributes terms of order $e^{-D/\sigma}$, up to powers of $\sigma$, which no power series in $\sigma$ contains. They are negligible when $D\gg\sigma$.

\section{Holding the electron number fixed}

The number condition is $N=-\partial\Omega/\partial\mu$. Equivalently, $\Phi(\mu)=\Omega(\mu,\sigma)+\mu N$ is stationary at the correct $\mu$, where its value is $F$. Set $\mu=\mu_0+\delta$, and let $g,g',g''$ without argument denote values at $\mu_0$. Since $\mathcal N(\mu_0)=N$,
\begin{equation}
K(\mu_0+\delta)=K(\mu_0)+N\delta+\tfrac12g\delta^2+O(\delta^3).
\end{equation}
The linear term cancels against $\delta N$ in $\mu N$. Also $E_0=-K(\mu_0)+\mu_0N$, which is $\Omega+\mu N$ at $\sigma=0$. Hence
\begin{equation}
\Phi=E_0-\frac g2\delta^2-\frac{\pi^2}{6}\sigma^2(g+g'\delta)-\frac{7\pi^4}{360}g''\sigma^4+\dots
\label{eq:phi}
\end{equation}
Setting the derivative with respect to $\delta$ to zero gives
\begin{equation}
\delta=-\frac{\pi^2}{6}\frac{g'}{g}\sigma^2 .
\label{eq:shift}
\end{equation}
For small enough $\sigma$, therefore, $\mu$ must fall to keep $N$ fixed if the density of states increases with energy at the Fermi level ($g'>0$), and must rise if it decreases ($g'<0$). Because $\delta$ is of order $\sigma^2$, the terms omitted from (\ref{eq:phi}), namely $\delta^3$, $\sigma^2\delta^2$ and $\sigma^4\delta$, are of order $\sigma^6$.

On inserting (\ref{eq:shift}), the two terms containing $\delta$ become
\begin{equation}
-\frac{\pi^4}{72}\frac{g'^2}{g}\sigma^4+\frac{\pi^4}{36}\frac{g'^2}{g}\sigma^4
=\frac{\pi^4}{72}\frac{g'^2}{g}\sigma^4 ,
\end{equation}
and the free energy is
\begin{align}
F&=E_0+f_2\sigma^2+f_4\sigma^4+O(\sigma^6),\label{eq:F}\\
f_2&=-\frac{\pi^2}{6}g,\qquad
f_4=\pi^4\left(\frac{g'^2}{72g}-\frac{7g''}{360}\right).
\end{align}

\section{From free energy to energy}

The level contribution (\ref{eq:level}) is stationary with respect to $f$: its derivative is $\varepsilon-\mu+\sigma\ln[f/(1-f)]=0$. The change of the occupations with $\sigma$ therefore does not contribute to $\partial\Omega/\partial\sigma$ at fixed $\mu$. The explicit factor $\sigma$ remains and gives $-S$. Since $\Phi$ is stationary in $\mu$, the motion of $\mu$ does not contribute either, so
\begin{equation}
\left(\frac{\partial F}{\partial\sigma}\right)_N=-S,\qquad
E=F+\sigma S=F-\sigma\left(\frac{\partial F}{\partial\sigma}\right)_N .
\end{equation}
The expansion may be differentiated term by term, because differentiating $-\int K(\mu+\sigma x)w\,dx$ under the integral and then expanding gives the same series. A term $f_{2n}\sigma^{2n}$ in $F$ thus becomes $(1-2n)f_{2n}\sigma^{2n}$ in $E$ and
\begin{equation}
\frac{1+(1-2n)}2f_{2n}\sigma^{2n}=(1-n)f_{2n}\sigma^{2n}
\end{equation}
in the average. The factor vanishes for $n=1$. Explicitly,
\begin{align}
E&=E_0+\frac{\pi^2}{6}g\sigma^2-3f_4\sigma^4+O(\sigma^6),\\
F&=E_0-\frac{\pi^2}{6}g\sigma^2+f_4\sigma^4+O(\sigma^6),\\
\frac{E+F}2&=E_0-f_4\sigma^4+O(\sigma^6).
\label{eq:mean}
\end{align}
This confirms the rough argument and fixes its constant at $c=\pi^2g/6$.

The sign of the remaining error depends on the spectrum: a large slope $g'$ pushes the average below $E_0$, a large positive curvature $g''$ pushes it above. Take, in dimensionless units, $g=2+\sin(1.5\varepsilon)+\varepsilon^2$ on $-1<\varepsilon<1$ with $\mu_0=0.1$. There $g=2.159$, $g'=1.683$ and $g''=1.664$, so that
\begin{equation}
-f_4=\pi^4\left(\frac{7\times1.664}{360}-\frac{1.683^2}{72\times2.159}\right)\approx1.38 .
\end{equation}
Gauss-Legendre integration of the occupied energy and entropy at $\sigma=0.015$, with $\mu$ found by a root search, gives an average that lies above $E_0$ by $1.38\,\sigma^4$.

\section{The free-electron metal}

For free electrons in three dimensions, the number of states below $\varepsilon$ grows as $k^3\propto\varepsilon^{3/2}$. Per electron, $\mathcal N=(\varepsilon/\varepsilon_F)^{3/2}$ and $g=\tfrac32\varepsilon^{1/2}/\varepsilon_F^{3/2}$. At $\varepsilon_F$,
\begin{equation}
g=\frac{3}{2\varepsilon_F},\qquad g'=\frac{3}{4\varepsilon_F^2},\qquad g''=-\frac{3}{8\varepsilon_F^3}.
\end{equation}
Then $g'^2/g=3/(8\varepsilon_F^3)$, and
\begin{equation}
f_4=\frac{\pi^4}{\varepsilon_F^3}\left(\frac1{192}+\frac7{960}\right)=\frac{\pi^4}{80\,\varepsilon_F^3}.
\end{equation}
With $t=\sigma/\varepsilon_F$, the leading errors per electron are
\begin{align}
E-E_0&\approx+\frac{\pi^2}{4}\varepsilon_Ft^2,\qquad
F-E_0\approx-\frac{\pi^2}{4}\varepsilon_Ft^2,\\
\frac{E+F}2-E_0&\approx-\frac{\pi^4}{80}\varepsilon_Ft^4 .
\end{align}
Averaging reduces the magnitude of the error by the factor $(\pi^2/20)t^2$ at leading order.

A mean field does not change these deviations if the gas stays uniform and unpolarized and the interaction energy depends on the density alone, with no explicit dependence on $\sigma$. At fixed density such a field shifts all levels equally and adds a constant to the energy. In a non-uniform metal the density and the levels can change with $\sigma$, which the fixed-level derivation does not cover. If the free energy is stationary with respect to the density and the occupations, $\partial F/\partial\sigma=-S$ still holds and the quadratic terms still cancel in the average, but the quartic coefficient is then no longer the $f_4$ given above.

For numbers, take $r_s=3$ bohr. From $k_F^3=3\pi^2n$ and $n=3/(4\pi r_s^3)$, in atomic units,
\begin{equation}
\varepsilon_F=\frac{k_F^2}2=\frac12\left(\frac{9\pi}{4}\right)^{2/3}\frac1{r_s^2},
\end{equation}
which is 5.568 eV. At $\sigma=0.5$ eV the leading formulas give
\begin{align}
\frac{\pi^2}{4}\frac{(0.5)^2}{5.568}\ \text{eV}&=110.8\ \text{meV},\\
\frac{\pi^4}{80}\frac{(0.5)^4}{(5.568)^3}\ \text{eV}&=0.441\ \text{meV}.
\end{align}
The rough estimate $g\sigma^2$, with $g=0.269$ eV$^{-1}$ per electron, gives 67 meV for the first: the right size, short by the factor $\pi^2/6$.

\section{Comparison with direct integration}

The expansion can be compared with thermal integrals that do not use it. With $\varepsilon=\varepsilon_Fq^2$, the number, energy and entropy are integrals over $q$ with weight $3q^2\,dq$. They were evaluated by the trapezoidal rule, with $\mu$ adjusted by a root search until the number equalled one. The errors relative to $E_0$, in meV per electron, are as follows; ``leading'' denotes the formulas above.

\begin{center}
\begin{tabular}{cccccc}
$\sigma$ (eV) & $E$ & $F$ & leading & average & leading\\
\hline
0.1 & 4.43 & $-4.43$ & $\pm4.43$ & $-0.00071$ & $-0.00071$\\
0.2 & 17.7 & $-17.7$ & $\pm17.7$ & $-0.0114$ & $-0.0113$\\
0.5 & 109.4 & $-110.3$ & $\pm110.8$ & $-0.470$ & $-0.441$\\
1.0 & 417.5 & $-435.1$ & $\pm443.1$ & $-8.80$ & $-7.05$
\end{tabular}
\end{center}

At $\sigma=1$ eV the error of $E$ has fallen further below the quadratic estimate than that of $F$. The quartic terms account for most of this. They are $-3f_4\sigma^4=-21.2$ meV in $E$ and $+7.1$ meV in $F$, which change the estimates to about 422 and $-436$ meV. For the average the quartic term is itself the leading one, and at this width it falls short of the magnitude of the integrated error by about a fifth of the latter.

The formulas can be inverted to give the width allowed by a tolerated error $\eta$ per electron:
\begin{equation}
\sigma_{E,F}\approx\frac2\pi\sqrt{\varepsilon_F\eta},\qquad
\sigma_{\rm av}\approx\left(\frac{80\,\eta\,\varepsilon_F^3}{\pi^4}\right)^{1/4}.
\end{equation}
For $\eta=1$ meV they give 0.0475 eV and 0.61 eV. A root search on the integrated errors gives 0.0475 eV for $E$ and for $F$, and 0.60 eV for the average. At this tolerance, averaging permits a width about 12.6 times larger for this free-electron gas. The gain is smaller when $g$ has structure on the scale of an electron volt. In a model that adds to the same one-electron parabola a Gaussian band of ten states, of standard deviation 1.2 eV and centred 1 eV below the Fermi level, the allowed widths are about 0.05 and 0.26 eV, a gain of about five, and the average at $\sigma=0.5$ eV is off by about 9 meV per electron. As a temperature, $\sigma=0.1$ eV corresponds to 1160 K.

\section{Where the cancellation fails}

\subsection{Fixed chemical potential}

If $\mu$ is held at $\mu_0$ instead of $N$, equation (\ref{eq:omega}) gives an electron number larger by $\Delta N=(\pi^2/6)g'\sigma^2$. Then $F=\Omega+\mu_0(N+\Delta N)$, while $S=-\partial\Omega/\partial\sigma=(\pi^2/3)g\sigma$ at leading order. To order $\sigma^2$,
\begin{align}
F-E_0&=\frac{\pi^2}{6}(-g+\mu_0g')\sigma^2,\\
E-E_0&=\frac{\pi^2}{6}(g+\mu_0g')\sigma^2 ,
\end{align}
and the average keeps the error $(\pi^2/6)\mu_0g'\sigma^2=\mu_0\Delta N$, the energy of the added electrons. For the free gas, with energies measured from the band bottom, this is $(\pi^2/8)\varepsilon_Ft^2$, half the magnitude of the fixed-$N$ error of $E$ or $F$. The term depends on the zero of energy: it vanishes if $g'=0$, or if energies are measured from $\mu_0$, which amounts to comparing $E-\mu_0N$ and $\Omega$ with their values at $\sigma=0$.

\subsection{A gap at the Fermi level}

The expansion also requires levels that are dense on the scale of $\sigma$, so that a smooth $g$ describes them. The opposite case is two levels at $\pm\Delta/2$ holding one electron. By symmetry $\mu=0$, since the two occupations then add to one. With $y=\Delta/(2\sigma)$ the upper level has occupation $p=1/(e^y+1)$, and $E=-\tfrac\Delta2(1-p)+\tfrac\Delta2p$. Since $\mu=0$, $F=\Omega=-\sigma[\ln(1+e^y)+\ln(1+e^{-y})]$, and $\ln(1+e^y)=y+\ln(1+e^{-y})$. With $E_0=-\Delta/2$,
\begin{equation}
E-E_0=\frac{\Delta}{e^y+1},\qquad
F-E_0=-2\sigma\ln(1+e^{-y}).
\end{equation}
For $\sigma\ll\Delta$ these are $\Delta e^{-y}$ and $-2\sigma e^{-y}$. The signs are still opposite, but the magnitudes differ, because an excitation now costs $\Delta$ and not an energy of order $\sigma$. The average is off by $(\Delta/2-\sigma)e^{-y}$, which exceeds the error of $F$ when $\Delta>6\sigma$. Without the small-$\sigma$ approximation, the two magnitudes are equal when $\Delta p=6\sigma\ln(1+e^{-y})$, whose numerical solution is $\Delta=6.14\,\sigma$. This threshold belongs to two discrete levels. For symmetric bands on either side of the gap it is lower, about $4.1\,\sigma$ for a constant density of states and $3.1\,\sigma$ for three-dimensional parabolic bands.

For $\Delta=1$ eV and $\sigma=0.1$ eV, the errors of $E$, $F$ and the average are 6.69, $-1.34$ and 2.67 meV. Here averaging doubles the magnitude of the error of $F$. The average is thus a correction for metallic spectra at fixed electron number, with $\sigma$ wide compared with the level spacing and narrow compared with the energies over which $g$ changes. What it then approaches need not be the ground-state energy of the discrete levels. For a long ladder of evenly spaced levels with the Fermi level midway between two of them and $\sigma$ at least one spacing, direct summation puts the average above that energy, in total, by $1/24$ of the spacing if each level holds one electron, and by $1/12$ if each holds two.

All numerical values are calculated from the stated model.
